Pfaffians, hafnians and the cost of full Wick contractions

**1. The sum that cannot be done term by term**

Wick's theorem turns a vacuum expectation value of 2n fields into a sum over all ways of contracting them in pairs. The first field has 2n − 1 possible partners, the next free field 2n − 3, and so on, which gives

(2n − 1)!! = (2n − 1)(2n − 3)…3·1

terms. For 36 fields this is 2.2 × 10²⁰. Summing term by term is hopeless, and it is equally hopeless for general fermion and boson fields, because the count does not depend on statistics. Yet the fermionic sum for 36 fields takes milliseconds on an ordinary computer, while for bosons no method is known whose cost grows as a power of n for every table of contractions.

Several things might be responsible: the number of terms, the signs, the reuse of partial sums, or special structure in the contractions. They are taken here one at a time.

**2. The common part: one sum, two signs**

Let A₁, …, A₂ₙ be linear in creation and annihilation operators, and let η = −1 for fermions and +1 for bosons. Split A₁ = A₁⁻ + A₁⁺ into annihilation and creation parts. Since ⟨0|A₁⁺ = 0, only A₁⁻ contributes. Moving it to the right past A_k gives

A₁⁻ A_k = η A_k A₁⁻ + g₁ₖ,

where g₁ₖ is a number. Its vacuum expectation value shows that g₁ₖ = ⟨0|A₁A_k|0⟩, because A₁⁻|0⟩ = 0. Repeating the move until A₁⁻ reaches the vacuum yields

⟨A₁…A₂ₙ⟩ = Σₖ₌₂²ⁿ ηᵏ⁻² g₁ₖ ⟨product without A₁ and A_k⟩.

Draw each pair as an arc above the row of fields. Between A₁ and A_k stand k − 2 fields. A pair lying wholly between them uses two of these; a pair whose arc crosses theirs uses one. Hence ηᵏ⁻² equals η to the number of crossings, and the recursion gives

F = Σ_pairings η^(crossings) Π gᵢⱼ, i < j in each pair.

Only contractions with i < j enter. Extend them to a full table by gⱼᵢ = η gᵢⱼ. For fermions this also sets gᵢᵢ = 0. For an ordinary operator product the extension is a definition, since ⟨AⱼAᵢ⟩ need not equal η⟨AᵢAⱼ⟩. For time-ordered fields at distinct times it is the natural exchange rule.

With this extension, exchanging two neighbouring fields multiplies F by η. If they are not paired with each other, the number of crossings changes by one; if they are, gᵢⱼ becomes gⱼᵢ = η gᵢⱼ. Exchanging two distant fields takes an odd number of neighbour exchanges, so it also gives η. The formula therefore holds for time-ordered products too.

For fermions F is called the Pfaffian, Pf g; for bosons it is the hafnian, haf g. Direct multiplication of operators in Fock space tests both sums, with eight fermion fields and six boson fields.

**3. Determinants, permanents and QED**

Suppose that only contractions Wᵢⱼ of ψᵢ with ψ̄ⱼ are nonzero. Write the fields in the order ψ₁ψ̄₁ψ₂ψ̄₂… and use the extended table, so that ψ̄ⱼ standing to the left of ψᵢ counts as ηWᵢⱼ. This describes a time-ordered product. For an ordinary product of annihilation-type ψ and creation-type ψ̄ the same sum belongs to the order ψₙ…ψ₁ψ̄₁…ψ̄ₙ; the interleaved ordinary product would give only ΠᵢWᵢᵢ. A full contraction pairs ψᵢ with ψ̄_σ(i) for some permutation σ. The identity has no crossings, and any other σ follows by exchanging ψ̄ fields, with −1 per exchange for fermions. So

fermions: F = Σ_σ sgn(σ) Πᵢ Wᵢ,σ(i) = det W,
bosons: F = Σ_σ Πᵢ Wᵢ,σ(i) = per W.

Every permanent is thus a hafnian of a table of twice the size, and a fast method for all hafnians would be a fast method for all permanents.

In QED, take n vertices at fixed distinct points with fixed spinor and vector indices. The vacuum expectation value of the time-ordered product factorizes. The electron factor is (−1)ⁿ det S, where Sᵢⱼ contracts ψ(xᵢ) with ψ̄(xⱼ); the prefactor comes from writing each ψ̄ψ as −ψψ̄, and normal ordering of the vertex sets Sᵢᵢ = 0. The photon factor is the hafnian of the photon contractions, and vanishes for odd n. External particles add further fields to contract.

Without external particles this product contains only closed vacuum diagrams; with them it contains loops and disconnected pieces as well as trees. Picking out connected trees links the electron pairing to the photon pairing, and the factorized form does not do that. The cost discussed here is that of one complete sum for one given table, without spacetime integrals or index sums.

**4. The decisive contribution: what happens to a repeated field**

Replace field j by field j + c·field i in the extended table, that is, add c times row and column i to row and column j. Each pairing contains field j once, so F is linear in it:

F′ = F + c F(j → i).

In the last term field i occurs twice.

For fermions, exchanging the two copies changes nothing in the table but must reverse the sign. Hence F(j → i) = −F(j → i) = 0, and F′ = F. This is a property of the antisymmetric table, and it is all that elimination needs. It is not a statement about repeating a general operator in an ordinary product: A = a + a† has ⟨AA⟩ = 1. Table and operators agree when the fields anticommute, as pure creation operators do; there the vanishing is the exclusion principle.

For bosons, the exchange gives only F(j → i) = F(j → i). The term is another hafnian, generally nonzero. It even contains the diagonal element gᵢᵢ, which the original sum never used.

Four fields show this in integers. Take

g₁₂ = 1, g₁₃ = 3, g₁₄ = 1, g₂₃ = 1, g₂₄ = 2, g₃₄ = 1,

with gᵢᵢ = 2 for bosons. The three pairings give

Pf g = g₁₂g₃₄ − g₁₃g₂₄ + g₁₄g₂₃ = 1 − 6 + 1 = −4,
haf g = 1 + 6 + 1 = 8.

Now add field 1 to field 2. Then g₂₃ becomes 1 + 3 = 4 and g₂₄ becomes 2 + 1 = 3. The element g₁₂ becomes 1 + g₁₁, which is 1 for fermions and 3 for bosons. The sums become

Pf g′ = 1·1 − 3·3 + 1·4 = −4,
haf g′ = 3·1 + 3·3 + 1·4 = 16.

The repeated-field terms account for both results:

fermions: 0·1 − 3·1 + 1·3 = 0,
bosons: 2·1 + 3·1 + 1·3 = 8.

The same fact can be stated for a general change of basis. Let θᵢ be anticommuting symbols, so that θᵢ² = 0. In the nth power of ½Σ gᵢⱼθᵢθⱼ each pairing appears in n! orders, the factor ½ removes the double counting of i and j, and sorting the symbols supplies the crossing sign:

(½Σ gᵢⱼθᵢθⱼ)ⁿ / n! = Pf(g) θ₁…θ₂ₙ.

Replace g by BgBᵀ. The quadratic form becomes ½Σ gₖₗχₖχₗ with χₖ = Σᵢ θᵢBᵢₖ, and χ₁…χ₂ₙ = det(B) θ₁…θ₂ₙ, since every term with a repeated θ vanishes. Therefore

Pf(BgBᵀ) = det(B) Pf(g).

With commuting symbols, squares survive and mix with the wanted coefficient. The rule θᵢ² = 0, the form the exclusion principle takes in the antisymmetric table, is what closes the fermionic calculation on itself.

**5. From invariance to cubic time**

Let p = g₁₂ ≠ 0, and write aᵢ = g₁ᵢ and bᵢ = g₂ᵢ for i ≥ 3. Add αᵢ·field 1 + βᵢ·field 2 to each later field i, so that it no longer contracts with fields 1 and 2:

aᵢ + βᵢp = 0, so βᵢ = −aᵢ/p,
bᵢ − αᵢp = 0, so αᵢ = bᵢ/p.

The minus sign in the second line comes from g₂₁ = −p. The new contraction of fields i and j needs the shift of only one of them, because the new field j has no contraction with fields 1 and 2:

g′ᵢⱼ = gᵢⱼ + αⱼgᵢ₁ + βⱼgᵢ₂ = gᵢⱼ + (bᵢaⱼ − aᵢbⱼ)/p,

where gᵢ₁ = −aᵢ and gᵢ₂ = −bᵢ were used. Field 1 can now pair only with field 2, so

Pf g = p Pf g′,

with g′ smaller by two rows and columns. If p = 0, exchange field 2 with a later field that does contract with field 1, at the price of a minus sign; if there is none, Pf g = 0. In the integer example, g′₃₄ = 1 + (1·1 − 3·2)/1 = −5 + 1 = −4, and Pf g = 1·(−4), as before.

The successive blocks have sizes 2n − 2, 2n − 4, …, 2. The number of updated entries is

Σₘ₌₁ⁿ⁻¹ (2m)² = 4(n − 1)n(2n − 1)/6 ≈ 4n³/3.

Antisymmetry could halve this, without changing the power. The count assumes that each arithmetic operation has a fixed cost, as with floating-point numbers.

**6. What bosons can still share**

Without elimination, bosons need not fall back on n! separate terms. Consider the polynomial

P(x) = Πᵢ (Σⱼ Wᵢⱼxⱼ).

The permanent is its coefficient of x₁x₂…xₙ. To isolate it, set xⱼ = 1 for j in a subset S and 0 otherwise, and sum P with weight (−1)^(n−|S|). A monomial whose variables form the set T contributes when S contains T, with total weight

Σ_(S⊇T) (−1)^(n−|S|) = (1 − 1)^(n−|T|).

This is zero unless T contains all n variables. As P has degree n, only x₁x₂…xₙ then remains, which gives Ryser's formula:

per W = (−1)ⁿ Σ_S (−1)^|S| Πᵢ Σ_(j∈S) Wᵢⱼ.

Visiting the subsets so that one column enters or leaves at a time costs n additions and about n multiplications per subset, hence of order n2ⁿ operations. The same argument for 2n variables gives

haf g = (1/n!) Σ_S (−1)^|S| (Σ_(i<j; i,j∈S) gᵢⱼ)ⁿ,

with 4ⁿ subsets. This proves that an exponential cost suffices, not that it is necessary.

On necessity, one result is taken here from complexity theory without proof: computing permanents of tables of zeros and ones is #P-complete. A polynomial method for them would give one for every counting problem in that class. None is known, but its impossibility has not been proved. The failure of the row shift explains why one particular fast method is lost; it is not itself a lower bound.

**7. Can signs be repaired by hand?**

For two particles they can: reversing one element of W turns a permanent into a determinant, since ad + bc = ad − (−b)c.

For three particles with a general table they cannot. We would need signs sᵢⱼ = ±1 with Πᵢ sᵢ,σ(i) = sgn(σ) for all six permutations. The three even permutations together use each of the nine elements once, and so do the three odd ones. The two products must therefore be equal, yet they should be (+1)³ = 1 and (−1)³ = −1. For larger n, the same argument applies to permutations that move only three particles.

Zeros in the table can remove the obstruction. If W is tridiagonal, the contributing permutations are sets of separate neighbour exchanges. Multiplying every off-diagonal element by i gives each exchange a factor i² = −1, which cancels the determinant's sign. The permanent then equals a determinant and is cheap.

A second cheap case is Wᵢⱼ = uᵢvⱼ, where effectively one mode is involved. All n! terms are equal, so

per W = n! Πᵢ uᵢvᵢ,

while the determinant vanishes for n ≥ 2. Bosonic statistics alone therefore does not make a sum expensive; a sufficiently general table is also needed.

**8. A chain on which both sums have a meaning**

Put one particle on each site of an open chain of n sites, with no interaction and with one-particle Hamiltonian h equal to −J between neighbours. Let τ = Jt/ħ, a dimensionless time; atomic units would add nothing here. The annihilation operators evolve as bⱼ(t) = Σₖ Uⱼₖbₖ with U = exp(−iht/ħ), so the contraction of bⱼ(t) with b†ₖ is Uⱼₖ. The amplitude to find one particle on every site again is per U for bosons and det U for fermions, with the final fermion state ordered like the initial one.

For fermions,

det U = exp(−i t Tr h/ħ) = 1,

because h has no diagonal elements. The chain is full, and the exclusion principle leaves no other state.

For two sites, U has diagonal elements cos τ and off-diagonal elements i sin τ. Ryser's formula gives

per U = (cos τ + i sin τ)² − 2i sin τ cos τ = cos²τ − sin²τ = cos 2τ.

At τ = 0.3 this is 0.8253, a probability of 0.681. For fermions the exchange term has the other sign, and cos²τ + sin²τ = 1.

For short times and n sites, the two contributions can be weighed separately. To order τ², the diagonal elements are 1 − τ²dⱼ/2, where dⱼ is the number of neighbours. Since Σdⱼ = 2(n − 1), their product contributes −(n − 1)τ². Each of the n − 1 neighbour exchanges contributes (iτ)² = −τ² for bosons and +τ² for fermions. Hence

per U ≈ 1 − 2(n − 1)τ², det U ≈ 1.

In the fermion case exchange restores what hopping away removes; in the boson case it doubles the loss. The expansion needs (n − 1)τ² ≪ 1. At τ = 0.3 it gives 0.82 for two sites, close to 0.8253, but 0.46 for four sites, where the permanent is 0.5602. Direct evolution of four bosons in Fock space confirms the latter value.

For n = 10, 14 and 18 the boson probability is 0.0308, 0.00657 and 0.00140, a factor of about 0.213 for every four added sites. This constant factor is read from the numbers; its origin is not derived here.

**9. Weighing the contributions by the clock**

Ryser's formula and Pfaffian elimination were run on the same U, both in the same interpreted language. The times belong to one machine; their growth is the point.

n = 2: Ryser 0.009 ms, elimination 0.016 ms
n = 6: 0.16 ms and 0.13 ms
n = 10: 2.6 ms and 0.45 ms
n = 14: 60 ms and 1.1 ms
n = 18: 1380 ms and 2.7 ms

For two particles the exponential method is the faster one. At n = 6 the two are comparable, and at n = 18 elimination is about 510 times faster.

From n = 14 to 18 Ryser's time grows by a factor of 23.1, against 18·2¹⁸/(14·2¹⁴) = 20.6 from the operation count. From n = 64 to 128 elimination grows from 137 to 1123 ms, a factor of 8.2, against 2³ = 8 from the leading power; the full sum in section 5 gives 8.1. The measured factors exceed the operation counts by about 12% and 1%; the cause of the excess was not examined.

At n = 18 the gains can be separated:

- **Sharing partial sums.** The definition of the permanent has 18! = 6.4 × 10¹⁵ products of 18 factors; Ryser's formula has 2¹⁸ = 262 144. This gain of about 2.4 × 10¹⁰ is open to bosons.
- **Cancellation of repeated fields.** Pfaffian elimination is faster than Ryser's formula by a further factor of about 510 in time. For a general table this gain is, as far as is known, open only to fermions. Its size belongs to these two programs: eliminating directly in the 18 × 18 determinant, instead of the 36 × 36 table, takes fewer operations still.

At this size sharing is by far the larger gain, but for a general table it leaves exponential growth in place, and the cancellation removes it. Extrapolating with n2ⁿ, Ryser's formula at n = 40 would take 1.3 × 10⁷ s, or about 150 days. Elimination takes 16 ms at n = 32 and 137 ms at n = 64.

These are times for Ryser's formula, not the least possible times for this chain. At τ = 0.3 the table is nearly banded, which Ryser's operation count ignores. Keep only the elements within w sites of the diagonal and assign columns row by row, recording which columns near the diagonal are taken: at most (2w)!/(w!)² records per row are needed, so the cost is linear in n at fixed w. With w = 7 this gives 0.037403669 at n = 18, and w = 5 and 6 agree on 5.3185 × 10⁻⁴ at n = 40. For this chain at short times the boson sum is therefore cheap to this accuracy; the 150 days belong to Ryser's formula, which makes no use of structure. Ryser's alternating sum can also lose digits through cancellation. Here a recursion over subsets without alternating signs gives the same amplitude at n = 18, 0.037403669, to all printed digits.

Nor does cubic time make interacting fermions easy. In a perturbation series each choice of vertex positions and indices has its own table, and elimination handles one table at a time. What the antisymmetry of the table makes cheap is the sum over pairings within it. The numerical output follows below.

Calculated quantities

```
Products of fields in Fock space (dimensionless)
8 fermion fields, direct: -12.08795913
8 fermion fields, Pfaffian: -12.08795913
6 boson fields, direct: 3.11681446
6 boson fields, hafnian: 3.11681446
Four-field table, field 1 -> field 1 + field 0 (dimensionless)
symmetric table rows: [[2, 1, 3, 1], [1, 2, 1, 2], [3, 1, 2, 1], [1, 2, 1, 2]]
Pfaffian: before -4, after -4, repeated 0
hafnian: before 8, after 16, repeated 8
Chain: J t/hbar = 0.3 (dimensionless)
2 sites, boson amplitude: 0.82533561
4 sites, boson amplitude, permanent: 0.56021350
4 sites, boson amplitude, evolution: 0.56021350
Same U: Ryser time, elimination time (ms), and their ratio
n=2: 0.009, 0.0156, 0.577
n=6: 0.16, 0.134, 1.19
n=10: 2.62, 0.45, 5.81
n=14: 60, 1.13, 52.9
n=18: 1.38e+03, 2.72, 508
Probability of one particle per site again (dimensionless)
n=2: bosons 0.681179, fermions 1.000000
n=6: bosons 0.144834, fermions 1.000000
n=10: bosons 0.0308453, fermions 1.000000
n=14: bosons 0.00656915, fermions 1.000000
n=18: bosons 0.00139903, fermions 1.000000
n=18 boson amplitude, Ryser: 0.037403669
n=18 boson amplitude, subset recursion: 0.037403669
Elimination alone (ms)
n=32: 15.86
n=64: 136.9
n=128: 1123
Ryser time ratio, n=18 to n=14: 23.1
n 2^n prediction of that ratio: 20.6
Elimination time ratio, n=128 to n=64: 8.2
n^3 prediction of that ratio: 8
Ryser at n=40, extrapolated: 1.29e+07 s
the same in days: 149 d
Permutations at n=18: 6.402e+15
Subsets at n=18: 262144
Pairings of 36 general fields: 2.216e+20
```
